# Why nonpolar solvents redshift absorption lines, and when they do not

## The result

At separations where the charge clouds do not overlap, a nonpolar solvent shifts the absorption line of a nonpolar solute because the solute's excited level and its ground level have different dispersion energies. If $C_6^g$ and $C_6^e$ are the solute-solvent coefficients of the lower level $g$ and the upper level $e$, the vertical line moves by

$$
\delta\omega=-(C_6^e-C_6^g)\sum_B R_B^{-6},
$$

where $R_B$ is the distance to solvent molecule $B$. The difference of coefficients is

$$
C_6^e-C_6^g=\frac{3}{\pi}\int_0^\infty[\alpha_e(iu)-\alpha_g(iu)]\,\alpha_B(iu)\,du+3\,\frac{g_g}{g_e}\,\frac{f\,\alpha_B(\omega_0)}{\omega_0}.
$$

Here $\omega_0=E_e-E_g$ is the line energy, $f$ the absorption oscillator strength, $g_g$ and $g_e$ the degeneracies, and $\alpha$ a polarizability. The line moves red if $C_6^e>C_6^g$. When the solvent excitation energies are large compared with the solute's, this happens if the excited level has the larger mean-square dipole, as derived below; it is not guaranteed. A dispersion correction that depends on the nuclear positions alone contributes zero to the vertical shift.

Hartree atomic units are used. The assumptions are these:

- The solute has no permanent dipole in $g$ or $e$, $g$ has no downward dipole transition, and $g$ is the only lower level to which $e$ has a dipole transition.
- No other level degenerate with $e$ is dipole-coupled to it. Such a term has $\omega_{mn}=0$, is missed by the frequency integral, and adds $S_{em}\alpha_B(0)$ to $C_6^e$; for hydrogen 2p, coupled to 2s, this is $9\,\alpha_B(0)$.
- The solvent molecules are isotropic, nonpolar and uniformly distributed in direction.
- Every solvent excitation energy $\varepsilon_k$ exceeds $\omega_0$.
- Overlap, retardation, higher multipoles and solvent-solvent coupling are neglected.

## Second-order energy of one level

The interaction is $V=\sum_B\boldsymbol\mu_A\cdot T_B\cdot\boldsymbol\mu_B$, with $T_B=(1-3\mathbf n\mathbf n)/R_B^3$ and $\mathbf n$ the unit vector towards $B$. The first-order energy vanishes because the solvent has no permanent dipole. For the same reason, each intermediate state in second order has one solvent molecule excited. States with different molecules excited are distinct, so no cross terms arise and the energy is a sum over $B$:

$$
E_n^{(2)}=-\sum_B\sum_{m,k}\frac{|\langle m\,k|V_B|n\,0\rangle|^2}{\omega_{mn}+\varepsilon_k},\qquad \omega_{mn}=E_m-E_n .
$$

The sign of $\omega_{mn}$ is kept: it is negative for a downward transition.

For an isotropic solvent molecule, summing over the components of level $k$ gives $\sum\langle0|\mu_i|k\rangle\langle k|\mu_j|0\rangle=\delta_{ij}|\mu_{0k}|^2/3$. The numerator then contains $T_B^2$. Since $\mathbf n\mathbf n$ squares to itself,

$$
T_B^2=\frac{1-6\,\mathbf n\mathbf n+9\,\mathbf n\mathbf n}{R_B^6}=\frac{1+3\,\mathbf n\mathbf n}{R_B^6}\;\longrightarrow\;\frac{2}{R_B^6},
$$

where the arrow replaces $\mathbf n\mathbf n$ by its directional average, $1/3$. Let $S_{nm}$ be the squared transition dipole from one sublevel of $n$, summed over the final sublevels of $m$. Then $E_n^{(2)}=-C_6^n\sum_BR_B^{-6}$ with

$$
C_6^n=\frac23\sum_{m,k}\frac{S_{nm}|\mu_{0k}|^2}{\omega_{mn}+\varepsilon_k}.
$$

For a degenerate level of a spherical atom, the averaged interaction is a scalar and does not split the sublevels.

Absorption is vertical: both levels see the same solvent configuration. The solvent's own energy therefore cancels, and the shift is $E_e^{(2)}-E_g^{(2)}$, as stated.

## Where the oscillator-strength term comes from

The polarizabilities are

$$
\alpha_n(iu)=\frac23\sum_m\frac{\omega_{mn}S_{nm}}{\omega_{mn}^2+u^2},\qquad
\alpha_B(\omega)=\frac23\sum_k\frac{\varepsilon_k|\mu_{0k}|^2}{\varepsilon_k^2-\omega^2}.
$$

For positive $a$ and $b$, partial fractions give

$$
\int_0^\infty\!\frac{ab\,du}{(a^2+u^2)(b^2+u^2)}=\frac{ab}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2}\,\frac{1}{a+b}.
$$

With $a=\omega_{mn}$ and $b=\varepsilon_k$, each upward transition in $C_6^n$ is reproduced by $(3/\pi)\int\alpha_n(iu)\alpha_B(iu)\,du$, because $(3/\pi)(2/3)^2(\pi/2)=2/3$. For the ground level this is the whole coefficient.

The excited level also has the transition back to $g$, with $\omega_{ge}=-\omega_0$. The integrand is odd in $a$, so the integral supplies $-1/(\varepsilon_k+\omega_0)$, whereas perturbation theory requires $1/(\varepsilon_k-\omega_0)$. The two are related by

$$
\frac1{\varepsilon_k-\omega_0}=-\frac1{\varepsilon_k+\omega_0}+\frac{2\varepsilon_k}{\varepsilon_k^2-\omega_0^2}.
$$

The last piece, multiplied by $\tfrac23S_{eg}|\mu_{0k}|^2$ and summed over $k$, is $2S_{eg}\alpha_B(\omega_0)$. Hence

$$
C_6^e=\frac3\pi\int_0^\infty\alpha_e(iu)\alpha_B(iu)\,du+2S_{eg}\,\alpha_B(\omega_0).
$$

The total line strength is the same in both directions, $g_eS_{eg}=g_gS_{ge}$, and $f=\tfrac23\omega_0S_{ge}$. Therefore $S_{eg}=(g_g/g_e)\,3f/(2\omega_0)$, and the extra term becomes $3(g_g/g_e)f\alpha_B(\omega_0)/\omega_0$. Subtracting $C_6^g$ gives the opening formula.

Physically, the solvent responds at the real frequency $\omega_0$ to the transition dipole. If a solvent excitation approaches $\omega_0$, the term diverges, perturbation theory fails and energy transfer must be treated explicitly.

## The oscillator-strength term is not the whole shift

Three solutes show how much the integral matters.

**Harmonic solute.** Take unit charge and mass moving along one axis. In state $n$, the upward and downward strengths are $(n+1)/(2\omega_0)$ and $n/(2\omega_0)$. Their signed contributions to $\alpha_n$ are proportional to $(n+1)-n=1$, so $\alpha_e=\alpha_g$ and the integral difference vanishes. The oscillator-strength term is then the entire shift. Classical mechanics agrees: the solvent returns a force proportional to the displacement, so the mode frequency $w$ obeys $w^2=\omega_0^2-2\alpha_B(w)\sum_BR_B^{-6}$. To first order, $\delta w=-\alpha_B(\omega_0)\sum_BR_B^{-6}/\omega_0$, which is the term with $f=1/3$ and equal degeneracies.

**Nondegenerate two-level solute.** Let the solvent have one resonance $\varepsilon$ and static polarizability $\alpha$, so that $\tfrac23|\mu_{0k}|^2=\alpha\varepsilon$. With $S=S_{eg}=S_{ge}$,

$$
C_6^e-C_6^g=\alpha\varepsilon S\left[\frac1{\varepsilon-\omega_0}-\frac1{\varepsilon+\omega_0}\right]=\frac{2\alpha\varepsilon S\omega_0}{\varepsilon^2-\omega_0^2}.
$$

The oscillator-strength term alone is $2\alpha\varepsilon^2S/(\varepsilon^2-\omega_0^2)$. The true shift is smaller by the factor $\omega_0/\varepsilon$.

**Isolated s-p pair.** With a threefold upper level, $S_{eg}=S_{ge}/3$, and

$$
C_6^e-C_6^g=\alpha\varepsilon S_{ge}\left[\frac1{3(\varepsilon-\omega_0)}-\frac1{\varepsilon+\omega_0}\right].
$$

This is negative when $\varepsilon+\omega_0<3(\varepsilon-\omega_0)$, that is, when $\omega_0<\varepsilon/2$. The line then moves blue. This truncated model violates the sum rule derived in the next section, since its upper level has only a downward transition. It shows that the line's own channel can contribute a blue shift however strong the line is; the sign of the total then depends on the other transitions.

## When the shift is red

When the important solute energies are small compared with $\varepsilon_k$, use the identity

$$
\frac1{\varepsilon_k+\omega_{mn}}=\frac1{\varepsilon_k}-\frac{\omega_{mn}}{\varepsilon_k^2}+\frac{\omega_{mn}^2}{\varepsilon_k^2(\varepsilon_k+\omega_{mn})}.
$$

For one electron, closure turns the first term into $\alpha_B(0)\langle r^2\rangle_n$. The second contains $\sum_m\omega_{mn}S_{nm}$. In a local potential $[H,\mathbf r]=-i\mathbf p$, so

$$
\sum_m\omega_{mn}S_{nm}=\tfrac12\sum_i\langle[r_i,[H,r_i]]\rangle_n=\tfrac32 .
$$

This is the Thomas-Reiche-Kuhn sum rule. Its value is the same for every state, so the second term cancels in the difference, leaving

$$
C_6^e-C_6^g\approx\alpha_B(0)\left(\langle r^2\rangle_e-\langle r^2\rangle_g\right).
$$

The leading correction follows from $\sum_m\omega_{mn}^2S_{nm}=\langle p^2\rangle_n$. For one solvent resonance it is $\alpha(\langle p^2\rangle_e-\langle p^2\rangle_g)/\varepsilon^2$.

The fast solvent follows the instantaneous dipole of the solute. A level with larger dipole fluctuations is stabilized more. For several electrons, $\langle r^2\rangle$ is replaced by the mean square of the total dipole operator, including correlation between electrons. It is not the sum of orbital sizes.

## How large is the shift?

Consider one electron in the model potential $-1/r+2e^{-r}/r$ and the line from its lowest s level to its lowest p level. The solvent has $\varepsilon=0.5$, $\alpha=60$ and density $\rho=0.001$, and begins at $R_0=15$. The line has $\omega_0=0.0836$ and $f=0.943$; the solvent polarizability at that frequency is 61.7. With $g_g/g_e=1/3$, the oscillator-strength term is

$$
\frac{0.9434\times61.724}{0.08357}\approx697 .
$$

The integral difference is $1798-895=903$, so $C_6^e-C_6^g\approx1600$. The size estimate gives $60(43.98-17.46)\approx1591$, about 0.5% below the full difference. The $\langle p^2\rangle$ correction adds about 5 of the missing 9, so higher terms still contribute at this solvent gap.

A breakdown by transition gives a different picture from the oscillator-strength term. The s-p pair by itself contributes $-464$, a blue shift, since $\omega_0<\varepsilon/2$. All other transitions contribute $+2064$ and make the line red.

For uniform solvent outside $R_0$,

$$
\sum_BR_B^{-6}\to\int_{R_0}^\infty\frac{4\pi r^2\rho}{r^6}\,dr=\frac{4\pi\rho}{3R_0^3}=1.241\times10^{-6}.
$$

The shift is therefore $-1600\times1.241\times10^{-6}\approx-1.99\times10^{-3}$ hartree, or about $-436\ \mathrm{cm^{-1}}$.

This is the dipole term of the model, not a quantitative prediction. Reducing $R_0$ by 10% multiplies it by $0.9^{-3}\approx1.37$. Higher multipoles are not negligible at this distance: in the fast-solvent limit, the solute's mean-square quadrupole, which includes the permanent quadrupole of each p sublevel, would alone add about 40% to the red shift. The octupole adds a further 23% and the next order 17%, after which the terms stop decreasing, so the multipole expansion is only asymptotic at this $R_0$. The value $4\pi\rho\alpha/3\approx0.25$ shows that solvent-solvent screening matters too: for a Clausius-Mossotti continuum outside a spherical cavity, the static reaction field is smaller than the pairwise sum by the factor $1/(1+0.25)\approx0.80$. The mean molecular spacing, $\rho^{-1/3}=10$, is comparable to $R_0$, so the uniform-density sum is itself only a rough stand-in for the solvent structure. About 0.4% of the excited electron lies beyond $R_0$. The resulting overlap repulsion is not computed; it is expected to push the line blue when the excited state is the more extended one. For a Rydberg state whose orbit reaches the solvent, the growth of $\langle r^2\rangle$ must not be extrapolated, because the dipole expansion itself has failed.

The second-order formula was tested by diagonalizing the dipole-coupled solute, in a smaller basis, with six octahedrally placed solvent molecules at distance 60, keeping at most one solvent excitation and no solvent-solvent coupling. This checks the coefficients in the weak-coupling limit; it does not test the neglected effects at $R_0=15$. The harmonic, two-level and s-p cases were tested separately, and the numerical output lists the comparisons.

## What a pairwise correction can and cannot do

Let a correction $D(\mathbf R)$ depend on nuclear positions alone. Adding it to the electronic Hamiltonian changes $E_n$ to $E_n+D$ and leaves every eigenstate unchanged. At fixed geometry,

$$
(E_e+D)-(E_g+D)=E_e-E_g .
$$

In Kohn-Sham theory, $\delta D/\delta\rho(\mathbf r)=0$, where $\rho(\mathbf r)$ is now the electron density. The potential, orbitals and response kernel are therefore unchanged as well. Damping functions and three-body terms do not alter this if they too depend on geometry alone. D2 and D3 corrections are of this kind.

The zero applies to the vertical contribution of $D$. It does not mean that $D$ has no influence on a spectrum: it can change the solvent structures that are sampled, and it can change the gap between relaxed minima. If the minima lie at $R_g$ and $R_e$, that gap changes to first order by $D(R_e)-D(R_g)$. For two harmonic wells of force constant 0.01 with minima at 15.0 and 14.5 and $D=-C_6^g/R^6$, this estimate is $-1.772\times10^{-5}$ hartree; minimizing both curves gives $-1.775\times10^{-5}$ hartree.

In practice:

- Use the ordinary correction for geometries and sampling, but do not expect it to supply the vertical dispersion shift.
- For that shift, compute both state coefficients, including the downward term. In the example, the frequency integrals alone would miss $697/1600\approx44\%$ of the difference.
- Do not scale $C_6^g$ by the ratio of static polarizabilities. Here that gives $895\times499.6/137.4\approx3250$, about 30% above the computed $C_6^e$.
- For a quick estimate with a large solvent gap, use the difference in mean-square dipole, then assess overlap separately. The estimate degrades as $\varepsilon$ approaches $\omega_0$: for the beryllium $2s^2\to2s2p$ singlet line, with $\omega_0\approx0.2$, it is a few percent low at $\varepsilon=0.5$ and about 20% low at $\varepsilon=0.3$. It should not be trusted when solute and solvent absorb at similar energies.
- Before adding a state-specific shift to a calculation that contains explicit solvent molecules, check what that calculation already includes, so that no part is counted twice.

## Table of computed values

```
solvent excitation energy: 0.500 hartree
solvent static polarizability: 60.0 bohr^3
solvent density: 0.0010 bohr^-3
cavity radius: 15.0 bohr
model core strength: 2.0 hartree bohr
model core decay: 1.0 bohr^-1
lowest s energy: -0.18992 hartree
lowest p energy: -0.10635 hartree
line energy w0: 0.08357 hartree
absorption oscillator strength: 0.9434 (no unit)
oscillator sum from g: 1.000000 (no unit)
oscillator sum from e: 1.000000 (no unit)
<r^2> in g: 17.464 bohr^2
<r^2> in e: 43.983 bohr^2
<p^2> in g: 0.1359 atomic units
<p^2> in e: 0.1551 atomic units
static polarizability of g: 137.40 bohr^3
static polarizability of e: 499.59 bohr^3
solvent polarizability at w0: 61.724 bohr^3
C6 of g: 894.74 hartree bohr^6
C6 of e: 2494.65 hartree bohr^6
C6 difference e-g: 1599.91 hartree bohr^6
frequency integral for g: 894.74 hartree bohr^6
frequency integral for e: 1797.86 hartree bohr^6
integral difference e-g: 903.12 hartree bohr^6
oscillator-strength term: 696.79 hartree bohr^6
net g-e channel in difference: -463.86 hartree bohr^6
all other channels: 2063.77 hartree bohr^6
size estimate of difference: 1591.16 hartree bohr^6
sum of R^-6 over solvent: 1.2411e-06 bohr^-6
line shift: -1.9857e-03 hartree
line shift converted: -435.8 cm^-1
e electron beyond cavity radius: 0.380 percent
octahedron test distance: 60.0 bohr
octahedron shift, diagonalized: -2.05719e-07 hartree
octahedron shift, formula: -2.05718e-07 hartree
two-level shift / f-term shift: 0.16714 (no unit)
w0/eps: 0.16714 (no unit)
isolated s-p pair shift: 5.96530e-08 hartree
harmonic solute, normal mode: -9.49825e-08 hartree
harmonic solute, f-term: -9.49825e-08 hartree
relaxed-model minimum, g: 15.0 bohr
relaxed-model minimum, e: 14.5 bohr
relaxed-model stiffness: 0.010 hartree/bohr^2
state-blind relaxed gap change: -1.7749e-05 hartree
its first-order estimate: -1.7719e-05 hartree
```
